# Canonical temperature fluctuations and thermorefractive noise in a microring resonator, part 2

A dielectric optical resonator rests in thermal equilibrium with surroundings at constant temperature $T$. Its refractive index depends on temperature, so random exchange of heat makes its resonance frequency wander. The aim is to find the size of that wandering.

SI units are used, and $k$ is Boltzmann's constant. For a quantity $X$, $\delta X=X-\langle X\rangle$ is the departure from its equilibrium mean. Angle brackets are equilibrium ensemble averages taken at one instant, and a subscript rms means the square root of a variance.

A region of fixed volume $V$ has uniform heat capacity per volume $c$ and total heat capacity $C=cV$. Its local temperature fluctuation is $\delta T(\mathbf r)$. Parts (a) to (c) gave two results. By part (b), the volume-averaged temperature has variance

$$
\frac{kT^2}{C}.
$$

By part (c), the weighted average

$$
\delta T_w=\int w(\mathbf r)\,\delta T(\mathbf r)\,d^3r,\qquad \int w\,d^3r=1,
$$

has, for smooth $w$, the variance

$$
\langle\delta T_w^2\rangle=\frac{kT^2}{c}\int w^2\,d^3r .
$$

Both need $C\gg k$, which justifies linearizing in $\delta T$, and energy correlations of short range.

The numerical output at the end also lists tests of these earlier parts: the energy variance $kT^2C$ for a quantum oscillator with a quartic term, the temperature variance divided by $kT^2/C$ for 400 and 1600 quantum oscillators, and the full variance divided by the independent-cell formula of part (c) for a coupled chain, with a smooth and a rapidly varying weight.

Part (d) asks how a small change of index moves an optical resonance. A lossless, isotropic resonator has refractive index $n(\mathbf r,\omega)$ and a mode with electric field $\mathbf E$ and angular frequency $\omega$. The index changes by $\delta n(\mathbf r)$, slowly compared with the optical oscillation. Find the first-order frequency change, including dispersion.

**Solution.** With time dependence $e^{-i\omega t}$ and permittivity $\epsilon=\epsilon_0n^2$, Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\epsilon\mathbf E$. Taking the curl of the first gives

$$
\nabla\times\nabla\times\mathbf E=\mu_0\omega^2\epsilon(\mathbf r,\omega)\mathbf E .
$$

Let the field change by $\delta\mathbf E$. To first order,

$$
\nabla\times\nabla\times\delta\mathbf E-\mu_0\omega^2\epsilon\,\delta\mathbf E
=\mu_0\,\delta(\omega^2\epsilon)\,\mathbf E .
$$

The quantity $\omega^2\epsilon$ changes for two reasons: the frequency moves, and the material itself changes at fixed frequency. Hence

$$
\delta(\omega^2\epsilon)=\frac{\partial(\omega^2\epsilon)}{\partial\omega}\delta\omega+\omega^2\delta\epsilon .
$$

Take the scalar product with $\mathbf E^*$ and integrate over space. The identity $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$, used twice, moves both curls:

$$
\int\mathbf E^*\cdot\nabla\times\nabla\times\delta\mathbf E\,d^3r
=\int\delta\mathbf E\cdot\nabla\times\nabla\times\mathbf E^*\,d^3r .
$$

The surface terms vanish for conducting walls, or far away for a well-confined mode; leakage is neglected. Since $\epsilon$ and $\omega$ are real, $\mathbf E^*$ obeys the same equation as $\mathbf E$. The left side of the projected equation is therefore zero, leaving

$$
\int\left[\frac{\partial(\omega^2\epsilon)}{\partial\omega}\delta\omega+\omega^2\delta\epsilon\right]|\mathbf E|^2d^3r=0 .
$$

For the first term,

$$
\frac{\partial(\omega^2n^2)}{\partial\omega}=2\omega n^2+2\omega^2n\frac{\partial n}{\partial\omega}=2\omega n\,n_g,
\qquad n_g=n+\omega\frac{\partial n}{\partial\omega}.
$$

For the second, $\delta\epsilon=2\epsilon_0n\,\delta n$. Cancelling the common factor $2\epsilon_0\omega$ gives

$$
\frac{\delta\omega}{\omega}=-\frac{\int n\,\delta n\,|\mathbf E|^2d^3r}{\int n\,n_g|\mathbf E|^2d^3r}.
$$

A higher index lowers the frequency. Here $n_g$ is the group index of the material. It is not that of the guided wave, which also contains the effect of geometry.

This was tested on the sixth mode of a one-dimensional cavity of unit length, with the speed of light set to one. The index was $3+0.4x+0.6(\omega-6)/6$, and the perturbation was proportional to $\exp[-((x-0.35)/0.2)^2]$. Directly computed resonances agreed with the formula to within one part in $10^5$. Replacing $n_g$ by $n$ gave a shift 1.185 times the direct one.

A ring has two modes, one circulating each way, and an uneven temperature also couples them. For a scalar field, this coupling has the same rms size as the shift. Suppose light is driven in one direction, the full linewidth is $\gamma$, and the coupling is $\eta$, both in angular frequency. In the steady state at resonance the reverse amplitude is smaller by $|\eta|/(\gamma/2)$. Its effect back on the driven wave is of size $|\eta|^2/(\gamma/2)$, which is second order. The formula above then gives the first-order shift, provided that $|\eta|\ll\gamma$ and imperfections have not already mixed the two directions.

### (e) What resonance noise follows?

Light occupies a uniform core of volume $V$ and partly the surrounding cladding. Let $\beta=dn/dT$ in the core, and neglect the cladding's response. Find the rms fluctuation $\sigma_f$ of the frequency $f=\omega/(2\pi)$. Is the plain volume average sufficient?

**Solution.** Define the core's share of the denominator,

$$
\Gamma=\frac{\int_{\rm core}n\,n_g|\mathbf E|^2d^3r}{\int_{\rm all}n\,n_g|\mathbf E|^2d^3r}.
$$

Insert $\delta n=\beta\,\delta T$ in the core. Since $n$, $n_g$ and $\beta$ are uniform there,

$$
\frac{\delta f}{f}
=-\Gamma\frac{n\beta\int_{\rm core}\delta T\,|\mathbf E|^2d^3r}{n\,n_g\int_{\rm core}|\mathbf E|^2d^3r}
=-\frac{\Gamma\beta}{n_g}\,\delta T_m .
$$

The mode thus sees the average $\delta T_m$ with weight $w=|\mathbf E|^2/\int_{\rm core}|\mathbf E|^2d^3r$. By part (c),

$$
\langle\delta T_m^2\rangle=\frac{kT^2}{cV_{\rm eff}},\qquad
V_{\rm eff}=\frac{1}{\int w^2d^3r}=\frac{\left(\int_{\rm core}|\mathbf E|^2d^3r\right)^2}{\int_{\rm core}|\mathbf E|^4d^3r}.
$$

Squaring the frequency shift removes its sign, and for $\beta>0$

$$
\boxed{\sigma_f=f\,\frac{\Gamma\beta}{n_g}\sqrt{\frac{kT^2}{cV_{\rm eff}}}}
$$

The Cauchy–Schwarz inequality gives $1=(\int w\cdot1\,d^3r)^2\le V\int w^2d^3r$, so $V_{\rm eff}\le V$. Equality requires uniform intensity. For any other profile the plain average $kT^2/C$ underestimates the noise, because the light samples a smaller volume. With the material, temperature, optical frequency, $\Gamma$ and shape of the profile fixed, $\sigma_f$ falls as $V^{-1/2}$.

### (f) How large is the profile correction in a ring?

A travelling wave has uniform intensity along a ring of core width $a$ and height $h$. Model its transverse field as $\cos(2u_xx/a)\cos(2u_yy/h)$, with $|x|<a/2$ and $|y|<h/2$. Find $V/V_{\rm eff}$.

**Solution.** Dividing the integrals by $V$ shows that $V/V_{\rm eff}$ is the mean of $|\mathbf E|^4$ over the square of the mean of $|\mathbf E|^2$. The volume element contains $1+x/R$ for a ring of radius $R$, but the part odd in $x$ integrates to zero against this even profile. The two directions then separate:

$$
\frac{V}{V_{\rm eff}}=g(u_x)g(u_y),\qquad g(u)=\frac{\langle\cos^4s\rangle}{\langle\cos^2s\rangle^2},
$$

where these means are over $-u<s<u$. From $\cos^2s=(1+\cos2s)/2$ and $\cos^4s=(3+4\cos2s+\cos4s)/8$,

$$
\langle\cos^2s\rangle=\frac12+\frac{\sin2u}{4u},\qquad
\langle\cos^4s\rangle=\frac38+\frac{\sin2u}{4u}+\frac{\sin4u}{32u}.
$$

As $u\to0$ the intensity becomes uniform and $g\to1$. If the field vanishes at the edges, $u=\pi/2$ and $g=(3/8)/(1/4)=3/2$.

### (g) What are the numbers for a silicon microring?

Use these round values, roughly typical of a silicon-on-insulator ring: $R=10$ µm, $a=500$ nm, $h=220$ nm, $T=300$ K, $c=1.6$ J/(cm³ K), $\beta=1.8\times10^{-4}$ K⁻¹, $n=3.5$, $n_g=3.6$, $\Gamma=0.8$, $u_x=1.2$, $u_y=0.9$. The vacuum wavelength is 1550 nm and the optical quality factor is $10^5$.

**Solution.** The volume is $2\pi Rah=6.91$ µm³, so $C=cV=11.1$ pJ/K. Then

$$
\frac{kT^2}{C}=1.12\times10^{-7}\ {\rm K^2},\qquad \delta T_{\rm rms}=0.335\ {\rm mK}.
$$

Since $C/k=8.0\times10^{11}$, linearization is safe. The profile factor is $V/V_{\rm eff}=1.266$, which raises the rms temperature seen by the mode to $0.335\sqrt{1.266}=0.377$ mK.

The relative slope is $\Gamma\beta/n_g=0.8(1.8\times10^{-4})/3.6=4.0\times10^{-5}$ K⁻¹. At $f=193.4$ THz this is 7.74 GHz/K, and

$$
\sigma_f=(7.74\ {\rm GHz/K})(0.377\ {\rm mK})=2.9\ {\rm MHz},
$$

or 23 fm in wavelength. The plain volume average would give 2.6 MHz. These figures rest on the assumed $\Gamma$ and cosine profile. The full vector mode of a core of this size in oxide has $\Gamma\approx0.92$ and $V/V_{\rm eff}\approx1.19$, which raise the slope to about 8.9 GHz/K and $\sigma_f$ by about 11%. The linewidth is $f/10^5=1.93$ GHz, so the rms noise is 0.15% of it.

### (h) What has been left out, and does it matter?

Estimate the main neglected effects for the same ring, again with rough material values.

**Solution.** The first is elastic noise. A uniform volume strain $s$ costs energy $Vs^2/(2\kappa_T)$, where $\kappa_T$ is the compressibility. Classical equipartition sets its mean to $kT/2$, so $\langle s^2\rangle=kT\kappa_T/V$. For $\kappa_T=10^{-11}$ Pa⁻¹ the rms strain is $7.7\times10^{-8}$. If the ring's length changes by the fraction $s/3$ and the index is unchanged, the rms frequency noise is about 5 MHz. This is only a guide to the order of magnitude, because shear strain also changes the ring's length and strain changes the index. For a free ring, a length strain $u$ costs $YVu^2/2$, with $Y$ Young's modulus, so $\langle u^2\rangle=kT/(YV)$; for $Y=150$ GPa this gives 12 MHz. Clamping by oxide lowers it strongly, as estimated below. Elastic noise can thus be of the same order as the thermorefractive noise, so $\sigma_f$ is not the total resonance noise.

The two also differ in spectrum. A free thin ring displaced radially by $q$ feels a restoring acceleration $v^2q/R^2$, with $v$ the speed of sound along it. Its breathing frequency is $v/(2\pi R)=127$ MHz for $v=8$ km/s.

For heat, treat the core as a line source in oxide of conductivity $K=1.4$ W/(m K), a distance $D=2.1$ µm above an isothermal substrate. An opposite image source keeps the substrate temperature fixed. With $r_0=\sqrt{ah/\pi}$, the thermal conductance is

$$
G=\frac{2\pi K(2\pi R)}{\ln(2D/r_0)}=178\ {\rm \mu W/K}.
$$

If heat stored in the oxide were negligible, $C\,d\delta T/dt=-G\,\delta T$ would hold, with relaxation time $C/G=62$ ns and corner frequency $G/(2\pi C)=2.6$ MHz. These are only rough scales. Taking 1.6 J/(cm³ K) for the oxide as well, heat diffuses across the distance $D$ in a time of order $cD^2/K=5$ µs, so the steady flow described by $G$ is not established within 62 ns. Heat first enters the oxide next to the core, and the thermal noise has a broad spectrum without a single corner. The breathing motion of a free, weakly damped ring would instead give a narrow peak near its own frequency. This peak should not be expected for a ring embedded in oxide, as assumed for the heat flow. Per unit length, a free ring with Young's modulus $Y=150$ GPa resists radial displacement with stiffness $Yah/R^2$. Simple shear of the oxide layer below the core, with shear modulus $M=31$ GPa, gives $Ma/D$, which is about 45 times larger. The oxide beside and above the core raises the stiffness further. The variance of the displacement is inversely proportional to the stiffness, so the shear term alone lowers the length noise from 12 MHz to 1.8 MHz, below $\sigma_f$. The change of index with strain is not included in that figure.

The other effects are estimated as follows:

- Free thermal expansion, with linear coefficient $3\times10^{-6}$ K⁻¹, would change the frequency response to a slow temperature drift by 7.5% of the thermorefractive slope, if the relative frequency shift equalled the linear strain. It is not a further noise term beside the elastic noise, because the temperature and volume of a free body fluctuate independently at one instant.
- Oxide with $dn/dT=10^{-5}$ K⁻¹ and group index 1.46 would add 3.4% if it shared the core's temperature.
- Independent carriers at a density of $10^{15}$ cm⁻³, with mass 0.26 electron masses, would give 0.6 MHz for uniform weighting if they could freely enter and leave the core. In a core isolated by oxide their number is nearly fixed, and only their rearrangement within the uneven mode profile contributes. That gives about 0.3 MHz for independent carriers, and electrical repulsion between them would reduce it further. These figures are for electrons in the free-carrier model. Empirical fits for holes in silicon, extrapolated down to this density, give an index change per carrier roughly four to six times larger, so in a p-type core the rearrangement noise could reach 1 to 2 MHz.
- The thermal phonon wavelength $hv/(kT)$, where $h$ is here Planck's constant, is 1.3 nm. Taken as the scale of energy correlations, it is far below the core size.

Real silicon rings break the model's assumptions in several ways. Oxide clamps them, which changes the elastic estimate, and their vector fields are not simple cosines. The probe also heats them: 67 nW of absorbed power raises the mean temperature by as much as $\delta T_m$ fluctuates. A drift of the surroundings by 1 mK moves the resonance by 7.7 MHz through the core's index alone, more than $\sigma_f$. Observing the equilibrium noise therefore requires steady surroundings and steady, weak light. The computed values are collected in the numerical output below.

## Numbers as computed

```
Test energy variance / (k T^2 C): 1
Test temperature variance ratio, 400 oscillators: 1.001409
Test temperature variance ratio, 1600 oscillators: 1.000349
Test lattice ratio, smooth weight: 0.999985
Test lattice ratio, rapid weight: 0.9113
Test cavity shift, formula / direct: 1
Test cavity shift without dispersion / direct: 1.185
Temperature: 300 K
Ring radius: 10 um
Core width: 500 nm
Core height: 220 nm
Heat capacity per volume: 1.6 J/(cm^3 K)
dn/dT of core: 0.00018 1/K
Core refractive index: 3.5
Core material group index: 3.6
Core share Gamma: 0.8
Vacuum wavelength: 1550 nm
Edge phase across width: 1.2 rad
Edge phase across height: 0.9 rad
Core volume: 6.912 um^3
Heat capacity C: 11.06 pJ/K
C / k: 8.01e+11
Volume-average temperature variance: 1.124e-07 K^2
Volume-average rms temperature: 0.3352 mK
V / V_eff: 1.266
Effective volume: 5.458 um^3
Mode-average rms temperature: 0.3772 mK
Optical frequency: 193.41 THz
Relative frequency slope, magnitude: 4e-05 1/K
Resonance shift per kelvin, magnitude: 7.737 GHz/K
rms resonance noise, flat average: 2.593 MHz
rms resonance noise, mode average: 2.918 MHz
rms resonance noise, sum over cells: 2.918 MHz
rms resonance noise in wavelength: 23.39 fm
Optical quality factor: 1e+05
Optical linewidth: 1.934 GHz
rms noise / linewidth: 0.001509
Neglected free expansion / thermorefractive slope: 0.075
Neglected cladding / core slope: 0.03425
Relative difference (c_p - c_v)/c: 0.001519
Thermal phonon wavelength: 1.28 nm
rms elastic volume strain: 7.741e-08
rms elastic resonance noise, estimate: 4.991 MHz
Elastic / thermorefractive variance: 2.925
Ring breathing frequency, estimate: 127.3 MHz
Distance to heat sink: 2.1 um
Cladding thermal conductivity: 1.4 W/(m K)
Thermal conductance, estimate: 177.7 uW/K
Thermal relaxation time, estimate: 62.25 ns
Thermal corner frequency, estimate: 2.557 MHz
Absorbed power heating by one mode rms: 67.01 nW
Background carrier density: 1e+15 cm^-3
rms carrier resonance noise, upper estimate: 0.6122 MHz
```
